\section*{Excess Current of a Transparent Normal Metal–Superconductor Contact, part 2}

A normal metal N ($x<0$) touches a superconductor S ($x>0$) through a small, perfectly transmitting contact of normal-state resistance $R_N$. We seek the current in excess of Ohm's law. The gap is a real step, zero in N and $\Delta$ in S. Energies $E$ are measured from the chemical potential of S, and $\mu$ is the Fermi energy. An electron has charge $-e$, with $e>0$. A bias $V>0$ raises the electron energies in N by $eV$, and $I$, which is $e$ times the net number of electrons passing from N to S per unit time, is then positive. The product $eR_NI$ is an energy in Gaussian as in SI units.

At zero temperature, for $\Delta,eV\ll\mu$ and $(eV)^2/\mu\ll\Delta$, and if every transverse mode responds in the same way, dimensional analysis gives
\begin{equation}
I-\frac{V}{R_N}=\frac{\Delta}{eR_N}\,F\!\left(\frac{eV}{\Delta}\right).
\label{eq:dim}
\end{equation}

Waves are written as (electron, hole) amplitudes. An electron of unit amplitude sent from N returns as an electron with amplitude $b$ or as a hole with amplitude $a$. In S it excites $(1,g)e^{ik_+x}$ and $(g,1)e^{-ik_-x}$ with amplitudes $c$ and $d$. Here $g=\Delta/(E+\omega)$ and $\omega^2=E^2-\Delta^2$, with the sign of $\omega$ chosen so that $|g|<1$ above the gap; below it $|g|=1$. The wavevectors are $q_\pm=\sqrt{2m(\mu\pm E)}/\hbar$ in N and $k_\pm=\sqrt{2m(\mu\pm\omega)}/\hbar$ in S. Matching value and slope at $x=0$ gives
\begin{align}
1+b&=c+gd, & a&=gc+d,\label{eq:m1}\\
q_+(1-b)&=k_+c-k_-gd, & q_-a&=k_+gc-k_-d.\label{eq:m2}
\end{align}
With all four wavevectors replaced by the Fermi wavevector $k_F$, the solution is
\begin{equation}
b=0,\qquad d=0,\qquad c=1,\qquad a=g.
\label{eq:amp}
\end{equation}
To first order in $1/\mu$, the reflected amplitude is
\begin{equation}
b=c+gd-1\simeq\frac{g\Delta}{4\mu}+\frac{g\Delta}{4\mu}=\frac{g\Delta}{2\mu}.
\label{eq:bcorr}
\end{equation}
Below the gap the hole probability is therefore $1-\Delta^2/4\mu^2$ to this order.

The probability of Andreev reflection, $A=|g|^2$, is therefore
\begin{equation}
A(E)=
\begin{cases}
1, & |E|<\Delta,\\[4pt]
\left[\dfrac{|E|-\sqrt{E^2-\Delta^2}}{\Delta}\right]^2, & |E|>\Delta.
\end{cases}
\label{eq:A}
\end{equation}
It is even in $E$ and does not depend on the transverse mode, which justifies the assumption behind \eqref{eq:dim}. Below the gap there are no propagating states in S, yet charge passes: the electron enters S together with a second electron taken from N, and the hole left behind travels away from the interface. Each such event transfers two electrons. Above the gap the process persists with decreasing probability. Just above the edge, $A\simeq1-2\sqrt{2(|E|-\Delta)/\Delta}$. Far above it, $|E|-\sqrt{E^2-\Delta^2}\simeq\Delta^2/2|E|$, and so
\begin{equation}
A\simeq\frac{\Delta^2}{4E^2}\qquad(|E|\gg\Delta).
\label{eq:tail}
\end{equation}
This falls off fast enough for the area under $A$ to be finite.

To find the current, count electrons in N. Both reservoirs are assumed to stay in equilibrium at a common temperature $T$, with $f(E)=1/(e^{E/k_BT}+1)$. Electrons moving towards S come from the N reservoir and have occupation $f(E-eV)$. Electrons moving away from S at energy $E$ have three origins. An incoming hole of excitation energy $E$ is an empty electron state at $-E$, which occurs with probability $1-f(-E-eV)$, and it is converted into an electron with probability $A$. That this probability equals the one for electrons follows from the wave $(g,1)e^{-ik_Fx}$ in S: in N it joins on to an incoming hole of unit amplitude and an outgoing electron of amplitude $g$. Next, an incoming electron may be reflected as an electron, with a probability $B$ that is kept for later use although it vanishes here. The remainder comes from S. Conservation of probability for the outgoing state gives it the weight $1-A-B$, and its occupation is $f(E)$. Thus
\begin{equation}
f_{\rm out}=A\,[1-f(-E-eV)]+B f(E-eV)+(1-A-B)f(E).
\label{eq:fout}
\end{equation}
At $V=0$ the identity $1-f(-E)=f(E)$ reduces this to $f_{\rm out}=f(E)$, so no current flows in equilibrium, as it must be.

In one dimension the density of states per unit length for one direction of motion is $1/(2\pi\hbar v)$ per spin, where $v$ is the velocity. Multiplication by $v$ cancels the velocity. With two spins and $\mathcal N$ transverse modes,
\begin{equation}
I=\frac{2e\mathcal N}{2\pi\hbar}\int_{-\infty}^{\infty}dE\,\left[f(E-eV)-f_{\rm out}(E)\right].
\label{eq:I0}
\end{equation}
Using $1-f(-E-eV)=f(E+eV)$ and collecting terms, the integrand is
\begin{equation}
(1-B)\,[f(E-eV)-f(E)]+A\,[f(E)-f(E+eV)].
\end{equation}
In the second term change $E$ to $-E$. Since $A$ is even, the bracket becomes
\begin{equation}
f(-E)-f(-E+eV)=[1-f(E)]-[1-f(E-eV)]=f(E-eV)-f(E),
\end{equation}
which is the bracket of the first term. The two combine into
\begin{equation}
I=\frac{2e\mathcal N}{2\pi\hbar}\int_{-\infty}^{\infty}dE\,[f(E-eV)-f(E)]\,(1+A-B).
\label{eq:btk}
\end{equation}
Here $A$ enters with a plus sign because a hole going back carries the same electric current as an electron going forward, whereas an electron going back cancels part of the incident current.

When S is made normal, the transparent contact has $A=B=0$. The integral of $f(E-eV)-f(E)$ is $eV$ at any temperature, since it is the area between two copies of one step displaced by $eV$. The normal-state resistance is therefore given by $1/R_N=2e^2\mathcal N/(2\pi\hbar)$. It is finite although no electron is reflected, because a finite number of modes carries a finite current.

\section{The excess current and its limits}

The quantities needed from here on are the gap $\Delta$, the bias $V$, the normal-state resistance $R_N$ of the same contact, the energy $E$ measured from the chemical potential of S, and the Fermi function $f$. The amplitude for an electron to return as a hole is $g=\Delta/(E+\omega)$ with $\omega^2=E^2-\Delta^2$, and $A=|g|^2$ is given by \eqref{eq:A}. For the transparent contact $B=0$, and \eqref{eq:btk} reads
\begin{equation}
I=\frac1{eR_N}\int_{-\infty}^{\infty}dE\,[f(E-eV)-f(E)]\,(1+A).
\label{eq:I}
\end{equation}

At zero temperature and $V>0$ the difference of Fermi functions is one for $0<E<eV$ and zero elsewhere. The term 1 in the last factor gives $V/R_N$, and what remains is the excess current
\begin{equation}
I-\frac V{R_N}=\frac1{eR_N}\int_0^{eV}A(E)\,dE.
\label{eq:exc}
\end{equation}
For $eV\gg\Delta$ the upper limit may be moved to infinity, because $A$ falls as $1/E^2$. The range below the gap, where $A=1$, contributes $\Delta$. Above the gap set $E=\Delta\cosh\theta$ with $\theta>0$. Then $\sqrt{E^2-\Delta^2}=\Delta\sinh\theta$, $dE=\Delta\sinh\theta\,d\theta$ and $A=(\cosh\theta-\sinh\theta)^2=e^{-2\theta}$, so
\begin{align}
\int_\Delta^\infty A\,dE
&=\Delta\int_0^\infty e^{-2\theta}\sinh\theta\,d\theta
=\frac\Delta2\int_0^\infty\left(e^{-\theta}-e^{-3\theta}\right)d\theta\nonumber\\
&=\frac\Delta2\left(1-\frac13\right)=\frac\Delta3 .
\end{align}
The sum of the two parts gives
\begin{equation}
\boxed{I_{\rm exc}=\frac1{eR_N}\left(\Delta+\frac\Delta3\right)=\frac{4\Delta}{3eR_N}}
\label{eq:main}
\end{equation}
Three quarters of the excess current come from energies below the gap and one quarter from energies above it. The differential conductance, $dI/dV=[1+A(eV)]/R_N$, returns to its normal value at high bias. The displacement of the current remains because electrons with energies of order $\Delta$ are still among those injected. For $V<0$ the same steps give the opposite sign.

At finite bias the integral stops at $\cosh\theta_V=eV/\Delta$. With
\begin{equation}
x=e^{-\theta_V}=\frac{eV-\sqrt{(eV)^2-\Delta^2}}{\Delta}
\end{equation}
the part above the gap is $\tfrac\Delta2[(1-x)-\tfrac13(1-x^3)]$. For $eV\ge\Delta$ therefore
\begin{equation}
I-\frac V{R_N}=\frac{\Delta}{eR_N}\left(\frac43-\frac x2+\frac{x^3}6\right),
\label{eq:finite}
\end{equation}
which is the function $F$ of \eqref{eq:dim}. At $eV=\Delta$, where $x=1$, the bracket equals 1. This joins on to the range $eV<\Delta$, in which the excess is $V/R_N$ and the conductance is twice the normal one. At $eV=3\Delta$, $x=0.1716$ and the bracket is $1.2484$. Solving the four matching equations numerically and summing the occupations in \eqref{eq:fout} gives $1.24839$ at the same bias.

At high bias $x\simeq\Delta/2eV$, and the excess falls short of its limit by $\Delta^2/(4e^2VR_N)$. The shortfall is twice as large if the excess current is read off by extending the tangent at bias $V$ back to zero voltage. The intercept is $I-V\,dI/dV$, which equals the excess minus $VA(eV)/R_N$, and by \eqref{eq:tail} this last term is again $\Delta^2/(4e^2VR_N)$.

Temperature affects the limit through the gap. For $eV\gg\Delta,k_BT$ the function $f(E-eV)$ equals one wherever $A$ is appreciable, so the excess is $(eR_N)^{-1}\int A\,(1-f)\,dE$. Pairing $E$ with $-E$ and using the evenness of $A$,
\begin{equation}
\int_{-\infty}^\infty A\,(1-f)\,dE=\int_0^\infty A\,[2-f(E)-f(-E)]\,dE=\int_0^\infty A\,dE,
\end{equation}
because $f(E)+f(-E)=1$. Equation \eqref{eq:main} thus holds at finite temperature with $\Delta$ replaced by $\Delta(T)$. In weak-coupling theory the gap obeys
\begin{equation}
\int_0^W\frac{d\xi}{\varepsilon}\tanh\frac{\varepsilon}{2k_BT}=\int_0^W\frac{d\xi}{\sqrt{\xi^2+\Delta_0^2}},\qquad \varepsilon=\sqrt{\xi^2+\Delta(T)^2},
\label{eq:gap}
\end{equation}
where $\Delta_0$ is the gap at zero temperature and $W$ a cutoff far above it. Both sides equal the inverse of the same pairing strength. With $\tanh(\varepsilon/2k_BT)=1-2f(\varepsilon)$ and $W\to\infty$ this becomes $\ln[\Delta_0/\Delta(T)]=2\int_0^\infty d\xi\,f(\varepsilon)/\varepsilon$, which determines $\Delta(T)$.

The assumption of equal Fermi velocities is more restrictive. Let $r$ be the Fermi velocity in S divided by that in N. If the masses differ, continuity of flux requires that the slope divided by the mass be continuous, so velocities take the place of wavevectors in \eqref{eq:m2}. At normal incidence and in the limit of large Fermi energies the conditions are
\begin{align}
1+b&=c+gd, & 1-b&=r(c-gd),\nonumber\\
a&=gc+d, & a&=r(gc-d).
\end{align}
Write $\rho=(r-1)/(r+1)$, $R=\rho^2$ and $\mathcal T=1-R=4r/(1+r)^2$. With $g=0$ the first pair gives $b=-\rho$, so $R$ and $\mathcal T$ are the reflection and transmission probabilities of the normal contact. The second pair gives $d=\rho gc$. The sum of the first pair is then $2=(1+r)c\,(1-Rg^2)$, that is, $c=(1-\rho)/(1-Rg^2)$. Substitution yields
\begin{equation}
a=(1+\rho)gc=\frac{\mathcal T g}{1-Rg^2},\qquad
b=c(1+\rho g^2)-1=-\frac{\rho(1-g^2)}{1-Rg^2}.
\end{equation}
The same equations with the two components interchanged describe an incident hole, so \eqref{eq:btk} applies with $A=|a|^2$ and $B=|b|^2$. Its prefactor is now $1/(eR_N\mathcal T)$, because the normal contact transmits the fraction $\mathcal T$. The excess current is
\begin{equation}
I_{\rm exc}=\frac1{eR_N}\int_0^\infty\left(\frac{1+A-B}{\mathcal T}-1\right)dE.
\end{equation}

Below the gap $B=1-A$ and $g^2=e^{-2i\phi}$ with $\cos\phi=E/\Delta$. The denominator of $A$ is $|1-Rg^2|^2=(1-R)^2+4R\sin^2\phi=(1+R)^2-4RE^2/\Delta^2$. Integrating $2A/\mathcal T-1$ from 0 to $\Delta$, with the identity $\operatorname{artanh}[2\rho/(1+\rho^2)]=2\operatorname{artanh}\rho$, gives $\Delta\,[2\mathcal TL/(1+R)-1]$, where $L=(\operatorname{artanh}\rho)/\rho$. Above the gap $g$ is real, and $1+A-B$ simplifies to $\mathcal T(1+g^2)/(1-Rg^2)$. The integrand is then $(1+R)g^2/(1-Rg^2)$. With $|g|=e^{-\theta}=y$ its integral is
\begin{equation}
\frac{\Delta(1+R)}2\int_0^1\frac{1-y^2}{1-Ry^2}\,dy=\frac{\Delta(1+R)}{2R}\,(1-\mathcal TL).
\end{equation}
Together,
\begin{equation}
\frac{eR_NI_{\rm exc}}{\Delta}=\frac{2\mathcal TL}{1+R}-1+\frac{1+R}{2R}\,(1-\mathcal TL).
\label{eq:mis}
\end{equation}
Expanding $L=1+R/3+R^2/5+\dots$ recovers $4/3$ at $R=0$, with the first correction $-44R/15$. A small reflection probability $R$ therefore lowers the excess current by the fraction $2.2R$ at fixed $R_N$. For $r=2$, \eqref{eq:mis} gives $1.0426$. Numerical matching at $eV=2000\,\Delta$ gives $1.0424$, and the difference is the remaining shortfall at that bias.

As an example take a noble-metal tip on lanthanum with $\Delta=0.8$ meV, a rough value for this metal, and chosen values $R_N=10\ \Omega$ and $V=10$ mV. The current unit is $\Delta/(eR_N)=0.8\ \mathrm{mV}/10\ \Omega=80\ \mu$A, so
\begin{equation}
I_{\rm exc}=\tfrac43\times80\ \mu\mathrm A=107\ \mu\mathrm A ,
\end{equation}
or $3.2\times10^5$ statA. At the working bias $eV/\Delta=12.5$, and \eqref{eq:finite} gives $1.313\times80\ \mu\mathrm A=105\ \mu$A on top of the ohmic 1000 $\mu$A. This is 1.5\% below the limit. A shortfall of 1\% is reached at 15 mV.

The radius $a_c$ of the contact follows from the number of modes. A circular opening of area $\pi a_c^2$, much wider than the Fermi wavelength, admits approximately $\mathcal N=\pi a_c^2\,k_F^2/4\pi=(k_Fa_c/2)^2$ modes per spin. With $\mathcal N=1291$ from $R_N$ and a rough $k_F=12\ \mathrm{nm}^{-1}$, $a_c=2\sqrt{1291}/k_F=6.0$ nm. For free electrons the classical spreading resistance, resistivity over $2a_c$, is $3\pi a_c/8\ell$ times the ballistic resistance. For a mean free path $\ell=100$ nm in both metals, again a rough value, this ratio is 0.07, and the contact is close to ballistic. A shorter mean free path in lanthanum would raise the ratio. The radius is also far below the coherence length $\hbar v_F/\pi\Delta$, roughly 0.4 $\mu$m for the free-electron velocity. That favours the step model of the gap, although the velocity in lanthanum is lower. Its electronic heat capacity, roughly 9.5 mJ/(mol K$^2$), implies for the same $k_F$ a velocity six to seven times smaller and a length near 50 nm, which is still well above the radius.

The ballistic condition matters for two reasons. Elastic scattering alone lowers the result. A short diffusive contact has transmissions $\mathcal T=1/\cosh^2 s$ with $s$ uniformly distributed, and averaging \eqref{eq:mis}, which depends on $\mathcal T$ only, over them with weight $\mathcal T$ gives $(\pi^2/4-1)/2=0.73$ in place of $4/3$. The second reason is heating, which is governed by the inelastic length. In a contact much longer than the inelastic length, with normal metal on both sides, the Wiedemann--Franz law makes the thermal conductivity $\mathcal L\sigma T$, where $\sigma$ is the electrical conductivity and $\mathcal L=\pi^2k_B^2/3e^2$. Balancing Joule heat against conduction gives $d^2(T^2)/d\varphi^2=-2/\mathcal L$ for $T$ as a function of the electric potential $\varphi$. With both ends at the bath temperature $T_b$, the peak is $T_{\max}^2=T_b^2+V^2/4\mathcal L$. At 10 mV and $T_b=1.5$ K this is 32 K, far above the weak-coupling critical temperature of 5.3 K that belongs to the chosen gap. In such a contact superconductivity would be lost near the constriction, and \eqref{eq:main} would not apply.

Set beside a real lanthanum contact, the chosen gap agrees with a critical temperature of roughly 5 K. Perfect transmission is an idealization, and the result is sensitive to it. At fixed $R_N$, a velocity ratio of 2 in every mode lowers the result by 22\%, to 83 $\mu$A. This case arises if the Fermi wavevectors are equal and only the masses differ. If instead the masses are equal, the ratio of the velocities along the contact normal grows away from normal incidence, and the reduction is larger: for a ratio of 2 at normal incidence, averaging \eqref{eq:mis} over the modes with weight $\mathcal T$ gives $0.82\,\Delta/(eR_N)$. The ratio 2 is an illustration, and the low velocity in lanthanum suggests a larger mismatch. In weak-coupling theory, with its critical temperature of 5.3 K, a bath at 4.2 K reduces the gap to 0.57 meV and the excess current to 76 $\mu$A, whereas at 1.5 K the change is below 1\%. The values at 4.2 K depend strongly on the critical temperature: the same curve scaled to 4.9 K gives 0.49 meV and 66 $\mu$A. The self-field at the contact edge, $\mu_0I/2\pi a_c$ in SI units, is 37 mT. This is not small beside the critical field of lanthanum, roughly 0.1 T, and its effect on the gap is not included. The finite Fermi energy has little effect on the scattering. With $\Delta/\mu=1.46\times10^{-4}$, \eqref{eq:bcorr} predicts for normal incidence a change of $A$ by $(\Delta/2\mu)^2=5.3\times10^{-9}$ below the gap, and this is also the largest change found numerically at the energies tested. Grazing modes are affected more strongly, but those with longitudinal energy below $eV$ are only the fraction $eV/\mu\simeq0.2\%$ of all modes. The number of open modes, however, varies with energy as $\mu+E$, so the normal current itself departs from $V/R_N$ by a fraction of order $eV/2\mu$. Here that is about 1 $\mu$A, as large as the shortfall at the working bias, and its sign and size depend on how the bias drops across the contact. Strong coupling, gap anisotropy and the band structure of lanthanum are left out.

In contacts between a superconductor and a semiconductor the mismatch can be larger. A velocity ratio of 4 in every mode leaves $0.58\,\Delta/(eR_N)$, 43\% of the ideal value, before any Schottky barrier adds its own reflection. When the Fermi wavevector of the semiconductor is much smaller than that of the superconductor, the ratio grows as the inverse cosine of the angle of incidence, and a ratio of 4 at normal incidence leaves $0.42\,\Delta/(eR_N)$ after averaging over the modes. The Fermi energy of the semiconductor must also remain large compared with $eV$, which in turn must be large compared with $\Delta$. In addition $(eV)^2/\mu$ must be small compared with $\Delta$, or else the measured normal-state current at the same bias must be subtracted in place of $V/R_N$. For $\mu=100\,\Delta$ and $eV=10\,\Delta$ the curvature of the normal current, of order $(eV)^2/2\mu=0.5\,\Delta$ in $eR_NI$, is as large as the excess itself. The electrons in the semiconductor must therefore be degenerate. Within these conditions a measured excess current, together with independently known $\Delta$ and $R_N$, gives an estimate of the transmission of the contact, provided that all modes have a similar transmission. The numerical output below lists the main inputs and computed results of the example.

\section*{Calculated quantities}
\begin{verbatim}
area under A below the gap: 1.00000 Delta
area under A above the gap: 0.33333 Delta
total area under A: 1.33333 Delta
e R_N I_exc at eV = 0.5 Delta: 0.50000 Delta
e R_N I_exc at eV = 1.3 Delta: 1.11590 Delta
e R_N I_exc at eV = 3 Delta: 1.24839 Delta
e R_N I_exc at eV = 12.5 Delta: 1.31331 Delta
e R_N I_exc at eV = 200 Delta: 1.33208 Delta
input gap (rough, La): 0.80 meV
input normal resistance: 10.0 ohm
input working bias: 10.0 mV
working bias over gap: 12.50
current unit Delta/(e R_N): 80.00 uA
high-bias excess current: 106.67 uA
same in Gaussian units: 3.1978e+05 statA
normal current at working bias: 1000.0 uA
excess current at working bias: 105.06 uA
total current at working bias: 1105.06 uA
shortfall from limit there: 1.50 %
bias for 1 % shortfall: 15.01 mV
weak-coupling critical temperature: 5.26 K
gap at 1.5 K: 0.7984 meV
excess current at 1.5 K, eV = 200 Delta(0): 106.35 uA
gap at 4.2 K: 0.5711 meV
excess current at 4.2 K, eV = 200 Delta(0): 76.10 uA
velocity ratio 1.5: normal transmission 0.9600, e R_N I_exc = 1.2207 Delta
velocity ratio 2.0: normal transmission 0.8889, e R_N I_exc = 1.0424 Delta
velocity ratio 4.0: normal transmission 0.6400, e R_N I_exc = 0.5794 Delta
input Fermi wavevector (rough): 12.0 1/nm
free-electron Fermi energy: 5.49 eV
gap over Fermi energy: 1.46e-04
largest change of A from finite Fermi energy: 5.3e-09
number of modes per spin: 1291
contact radius: 5.99 nm
input mean free path (rough): 100 nm
clean coherence length, free-electron velocity: 364 nm
Maxwell over Sharvin resistance: 0.071
self-field at contact edge: 36.9 mT
peak temperature if not ballistic, 1.5 K bath: 32.0 K
\end{verbatim}
